# Contact perturbation of hydrogen 1s and the quadratic hyperfine Stark shift

A weak electric field changes the hyperfine splitting of hydrogen in its 1s ground state mainly by changing the electron density at the nucleus. The first-order response to the field is a p function, which vanishes there, so the change begins at order \(F^2\) and depends on the second-order wave function at one point. A sum over states for this quantity runs over the p states and then over all s states, continuum included. Solving instead for the response to a contact perturbation replaces the sums by a few integrals, but an additive constant in that solution then matters: if it is dropped from the solution written with \(\ln r\), \(r\) in bohr, the coefficient of \(F^2\) comes out as \(-21.03\) instead of \(-15.5\).

Take atomic units, a fixed nucleus and nonrelativistic hydrogen,

\[
H_0=-\tfrac12\nabla^2-\frac1r,\qquad \psi_0=\frac{e^{-r}}{\sqrt\pi},\qquad E_0=-\tfrac12 .
\]

The field adds \(Fz\). A contact term \(\lambda\,\delta(\mathbf r)\) has the first-order energy \(\lambda\psi_0(0)^2=\lambda/\pi\), and its first-order function \(\lambda\psi_\delta\) obeys

\[
(H_0-E_0)\psi_\delta=\Big(\frac1\pi-\delta(\mathbf r)\Big)\psi_0 .
\]

Write \(\psi_\delta=g(r)\psi_0/\pi\). Since \((H_0-E_0)\psi_0=0\), the terms without a derivative of \(g\) cancel. With \(\psi_0'=-\psi_0\), what remains is

\[
(H_0-E_0)(g\psi_0)=-\tfrac12\Big(g''+\frac2r g'-2g'\Big)\psi_0
=-\frac{e^{2r}}{2r^2}\big(r^2e^{-2r}g'\big)'\,\psi_0 .
\]

For \(r>0\) this must equal \(\psi_0\), so

\[
\big(r^2e^{-2r}g'\big)'=-2r^2e^{-2r}.
\]

Integrate from \(r\) to infinity. If \(r^2e^{-2r}g'\) tended to a nonzero constant at infinity, \(g\) would grow like \(e^{2r}/r^2\) and \(\psi_\delta\) could not be normalized. The constant is therefore zero, and

\[
r^2e^{-2r}g'=2\int_r^\infty s^2e^{-2s}\,ds=e^{-2r}\Big(r^2+r+\tfrac12\Big),
\qquad
g'=1+\frac1r+\frac1{2r^2}.
\]

A second integration gives \(g=r+\ln r-1/(2r)+C\).

The delta function has not yet been used, and it must agree with this result. Near the origin \(\psi_\delta\simeq-\psi_0(0)/(2\pi r)\). Because \(\nabla^2(1/r)=-4\pi\delta\), the kinetic energy operator turns this into \(-\delta(\mathbf r)\psi_0(0)\), the required source. The logarithm gives no delta function, since \(\nabla^2\ln r=1/r^2\) is integrable at the origin. The condition at infinity and the condition at the nucleus are compatible because the first-order energy \(1/\pi\) stands on the right-hand side.

The constant follows from \(\langle\psi_0|\psi_\delta\rangle=0\). Let \(\langle\cdot\rangle\) be the average over the 1s density. With \(x=2r\) and \(\Gamma'(n+1)=n!\,(H_n-\gamma)\), where \(H_n=1+\tfrac12+\dots+\tfrac1n\) and \(\gamma\) is Euler's constant,

\[
\langle r^k\rangle=\frac{(k+2)!}{2^{k+1}},\qquad
\langle r^k\ln 2r\rangle=\langle r^k\rangle\,(H_{k+2}-\gamma).
\]

Thus \(\langle r\rangle=\tfrac32\), \(\langle1/r\rangle=1\) and \(\langle\ln2r\rangle=\tfrac32-\gamma\). The condition \(\tfrac32+(\tfrac32-\gamma-\ln2)-\tfrac12+C=0\) gives \(C=\gamma+\ln2-\tfrac52=-1.2296\), so that

\[
\boxed{\,g(r)=r+\ln(2r)-\frac1{2r}+\gamma-\frac52\,}
\]

For \(\lambda>0\), a repulsive contact, the amplitude falls near the nucleus and rises outside: \(g=-8.43\) at \(0.1\) bohr, \(-0.73\) at 1 bohr and \(+2.70\) at 3 bohr. Since \(g\to-\infty\) at the nucleus, the formal second-order contact energy \(\lambda^2\langle\psi_0|\delta|\psi_\delta\rangle\) diverges. A point contact is used here to first order in \(\lambda\); higher orders would need a nucleus of finite size or a renormalized interaction.

An independent check is the projection on an excited state. Multiplying the first-order equation by \(\phi_{ns}\) and integrating gives

\[
\langle\phi_{ns}|\psi_\delta\rangle=-\frac{\phi_{ns}(0)\psi_0(0)}{E_n-E_0}.
\]

Quadrature with the closed form gives \(-0.3001\) for 2s and \(-0.1378\) for 3s, and both pass the test against this expression.

The response to the field is needed next. It satisfies \((H_0-E_0)\psi_F=-z\psi_0\), because the first-order energy is zero by parity. Put \(\psi_F=f(r)\cos\theta\,\psi_0\). The angular momentum \(l=1\) adds \(f/r^2\) to the radial operator, so

\[
-\tfrac12\Big(f''+\frac2r f'-2f'-\frac{2f}{r^2}\Big)=-r .
\]

For \(f=ar+br^2\) the \(1/r\) terms cancel and the left side becomes \(a-2b+2br\). Hence \(b=-\tfrac12\), \(a=-1\), and

\[
\psi_F=-\Big(r+\frac{r^2}{2}\Big)\cos\theta\,\psi_0 .
\]

The angular average of \(\cos^2\theta\) is \(\tfrac13\). The second-order energy coefficient and the norm of \(\psi_F\) are therefore

\[
E_2=\langle\psi_0|z|\psi_F\rangle=-\tfrac13\Big\langle r^2+\frac{r^3}{2}\Big\rangle
=-\tfrac13\Big(3+\frac{15}{4}\Big)=-\frac94,
\]

\[
N=\langle\psi_F|\psi_F\rangle=\tfrac13\Big\langle r^2+r^3+\frac{r^4}{4}\Big\rangle
=\tfrac13\Big(3+\frac{15}2+\frac{45}8\Big)=\frac{43}8 .
\]

Now expand the state in the field as \(\psi_0+F\psi_F+F^2\psi_{FF}+\dots\), with both corrections orthogonal to \(\psi_0\). Its squared norm is \(1+F^2N\) to this order. Dividing by it, and using \(\psi_F(0)=0\), gives the density at the nucleus,

\[
\langle\delta\rangle_F=\frac1\pi+F^2\Big(2\langle\psi_0|\delta|\psi_{FF}\rangle-\frac N\pi\Big)+\dots
\]

The function \(\psi_{FF}\) need not be found. It is orthogonal to \(\psi_0\), so \(1/\pi\) may be subtracted from \(\delta\). The contact equation and the second-order field equation \((H_0-E_0)\psi_{FF}=-z\psi_F+E_2\psi_0\) then give

\[
\begin{aligned}
\langle\psi_0|\delta|\psi_{FF}\rangle
&=\Big\langle\psi_0\Big|\delta-\frac1\pi\Big|\psi_{FF}\Big\rangle
=-\langle\psi_\delta|(H_0-E_0)\psi_{FF}\rangle\\
&=\langle\psi_\delta|z|\psi_F\rangle-E_2\langle\psi_\delta|\psi_0\rangle .
\end{aligned}
\]

Moving \(H_0\) onto \(\psi_{FF}\) is legitimate because the delta source of \(\psi_\delta\) has been kept. The last term vanishes for the orthogonal \(\psi_\delta\).

The remaining integral contains two averages. In each, the \(\gamma\) from the logarithm cancels the \(\gamma\) in the constant:

\[
\langle r^2g\rangle=\frac{15}2+3\Big(\frac{25}{12}-\frac52\Big)-\frac34=\frac{11}2,
\]

\[
\langle r^3g\rangle=\frac{45}2+\frac{15}2\Big(\frac{137}{60}-\frac52\Big)-\frac32=\frac{155}8 .
\]

Therefore

\[
2\langle\psi_\delta|z|\psi_F\rangle
=-\frac{2}{3\pi}\Big(\langle r^2g\rangle+\tfrac12\langle r^3g\rangle\Big)
=-\frac{2}{3\pi}\cdot\frac{243}{16}=-\frac{81}{8\pi},
\]

and, with the normalization term \(-43/(8\pi)\),

\[
\boxed{\,|\psi(0)|^2=\frac1\pi\Big(1-\frac{31}{2}F^2+\dots\Big)\,}
\]

Of the coefficient \(-15.5\), the part \(-5.375\) comes from the weight moved into the p function, and \(-10.125\) from the admixture of excited s states, which interferes destructively with the 1s function at the nucleus. Both have the same sign.

The role of the constant can now be traced. With \(C\) omitted from the form \(g=r+\ln r-1/(2r)+C\), \(\langle g\rangle\) is \(+1.2296\) instead of zero, and the coefficient computed without the overlap term is \(-21.03\). That term contributes \(-2E_2\langle g\rangle=4.5\times1.2296=5.53\) and restores \(-15.50\). One may use any constant and keep the overlap term, or use the orthogonal function and drop it.

The result can also be read the other way round. The derivative of the energy with respect to \(\lambda\) is \(\langle\delta\rangle_F\), so the energy contains \(-\tfrac{31}{2\pi}\lambda F^2\). Since the quadratic field energy is \(-\tfrac12\alpha_dF^2\), the dipole polarizability is \(\alpha_d=\tfrac92+\tfrac{31}{\pi}\lambda\) to first order. A repulsive contact moves charge outward and makes the atom easier to polarize.

The density at the nucleus does not settle the shift of each hyperfine line. For electron spin \(\mathbf S\), proton spin \(\mathbf I\) and \(\mathbf n=\mathbf r/r\), the magnetic interaction of the two spins is

\[
K\Big\{\frac{8\pi}3\,\delta(\mathbf r)\,\mathbf S\!\cdot\!\mathbf I
+\frac{3(\mathbf S\!\cdot\!\mathbf n)(\mathbf I\!\cdot\!\mathbf n)-\mathbf S\!\cdot\!\mathbf I}{r^3}\Big\},
\qquad K=\frac{\alpha^2|g_e|g_p}{4m_p},
\]

where \(\alpha\) is the fine-structure constant and \(m_p\) the proton mass in electron masses. The factor 4 comes from the Bohr magneton \(\tfrac12\) and the nuclear magneton \(1/(2m_p)\). The coupling of \(\mathbf I\) to the orbital motion has zero mean, because the spatial state is real and nondegenerate.

The second term averages to zero in the spherical 1s state but not in the polarized atom. For a density symmetric about the field axis, the average of \(3n_in_j-\delta_{ij}\) is diagonal with entries \(-P_2,-P_2,2P_2\), where \(P_2=\tfrac12(3\cos^2\theta-1)\) is to be averaged. The spin Hamiltonian is then

\[
H_s=a\,\mathbf S\!\cdot\!\mathbf I+D\,(3S_zI_z-\mathbf S\!\cdot\!\mathbf I),\qquad
a=\frac{8K}3\Big(1-\frac{31}2F^2\Big),\qquad D=K\Big\langle\frac{P_2}{r^3}\Big\rangle_F .
\]

The average in \(D\) follows by the same method. Let \((H_0-E_0)\psi_T=-(P_2/r^3)\psi_0\) with \(\psi_T=h(r)P_2\psi_0\). For \(l=2\) this is

\[
h''+\Big(\frac2r-2\Big)h'-\frac{6h}{r^2}=\frac2{r^3}.
\]

Inserting \(h=A/r+B\) gives \(-6A/r^3+(2A-6B)/r^2\) on the left, so \(A=-\tfrac13\) and \(B=-\tfrac19\). The solution is unique, since the difference of two normalizable solutions would be a d state at the energy \(E_0\), and there is none. As \(\psi_T\) is orthogonal to \(\psi_0\), the \(F^2\) coefficient of \(\langle P_2/r^3\rangle_F\) is \(\langle\psi_F|P_2/r^3|\psi_F\rangle+2\langle\psi_T|z|\psi_F\rangle\). Both terms contain the angular average of \(\cos^2\theta\,P_2\). From \(\cos^2\theta=(1+2P_2)/3\) and the average \(\tfrac15\) of \(P_2^2\), it equals \(\tfrac2{15}\). Thus

\[
\Big\langle\psi_F\Big|\frac{P_2}{r^3}\Big|\psi_F\Big\rangle
=\frac2{15}\Big\langle\frac1r+1+\frac r4\Big\rangle=\frac2{15}\cdot\frac{19}8=\frac{19}{60},
\]

\[
2\langle\psi_T|z|\psi_F\rangle
=\frac4{15}\Big\langle\Big(\frac1{3r}+\frac19\Big)\Big(r^2+\frac{r^3}2\Big)\Big\rangle
=\frac4{15}\Big(\frac12+\frac12+\frac13+\frac5{12}\Big)=\frac7{15}.
\]

The sum is \(\tfrac{47}{60}\), so \(D=\tfrac{47}{60}KF^2\). Relative to the zero-field splitting \(a_0=8K/3\), this is \(D/a_0=\tfrac{47}{160}F^2\).

The energies follow from the spin products. The singlet has \(\mathbf S\!\cdot\!\mathbf I=-\tfrac34\) and \(S_zI_z=-\tfrac14\), so the \(D\) term vanishes. The triplet has \(\mathbf S\!\cdot\!\mathbf I=\tfrac14\), with \(S_zI_z=\tfrac14\) for \(M=\pm1\) and \(-\tfrac14\) for \(M=0\), where \(M\) refers to the field axis and no magnetic field is present. The \(D\) term is then \(+D/2\) and \(-D\), respectively. Measured from the singlet,

\[
\frac{\Delta_{M=0}}{a_0}=1-\frac{2527}{160}F^2,\qquad
\frac{\Delta_{M=\pm1}}{a_0}=1-\frac{4913}{320}F^2 .
\]

The coefficients are \(-15.79\) and \(-15.35\). Their mean with weights 1 and 2 is \(-15.5\): the contact result gives the distance from the singlet to the centroid of the triplet.

These coefficients were tested by diagonalizing \(H_0+Fz\) in a Laguerre basis, which takes none of the three first-order functions as input. Extrapolation to zero field gives \(-2.25000\) for the energy, \(-15.50000\) for the density and \(0.78333\) for the dipole average, in agreement with \(-\tfrac94\), \(-\tfrac{31}2\) and \(\tfrac{47}{60}\).

The same calculation shows the range of the quadratic law. The relative density change divided by \(F^2\) is \(-15.501\) at \(F=0.001\), \(-15.519\) at \(0.005\) and \(-15.578\) at \(0.01\). The last value differs from the limit by 0.5% of it. The deviations grow nearly as \(F^2\), which suggests a next term of about \(-7.7\times10^2F^4\) in the relative density. The expansion in \(F\) is asymptotic, because the atom in a field can ionize and its state is a resonance. The real symmetric matrix diagonalized here represents that resonance by a discrete state with a real energy, so this calculation does not give its width.

For a one-electron ion with fixed nuclear charge \(Z\), set \(\boldsymbol\rho=Z\mathbf r\). The Hamiltonian becomes \(Z^2\) times that of hydrogen in the field \(F/Z^3\), so the relative density change is \(-\tfrac{31}2F^2/Z^6\). For \(Z=2\) it is 64 times smaller than in hydrogen at the same field.

As an example, take hydrogen in a field of \(10^7\) V/m. With the atomic unit of field \(5.1422\times10^{11}\) V/m,

\[
F=\frac{10^7}{5.1422\times10^{11}}=1.9447\times10^{-5},\qquad F^2=3.7818\times10^{-10}.
\]

The magnetic constants give \(K/h=533.55\) MHz, and the zero-field splitting in this model is \(\tfrac83\times533.55=1422.8\) MHz. The centroid shift is

\[
-15.5\times3.7818\times10^{-10}\times1422.8\times10^6\ \text{Hz}=-8.34\ \text{Hz},
\]

a relative change of \(-5.86\times10^{-9}\). The dipole constant is \(D/h=0.158\) Hz. The \(M=0\) interval therefore shifts by \(-8.34-0.16=-8.50\) Hz and the \(M=\pm1\) intervals by \(-8.34+0.08=-8.26\) Hz. These line shifts refer \(M\) to the electric field axis, which holds with no magnetic field or with one parallel to the electric field. The triplet splitting \(3D/2h\approx0.24\) Hz is matched by the Zeeman shift of the \(M=\pm1\) levels, about 14 GHz/T, already at \(1.7\times10^{-11}\) T. A magnetic field well above this fixes the quantization axis, and \(D\) is replaced by \(D\,P_2(\cos\beta)\), with \(\beta\) the angle between the two fields. For perpendicular fields the shifts become \(-8.26\) Hz for \(M=0\) and \(-8.38\) Hz for \(M=\pm1\), while the centroid shift is unchanged. The general centroid coefficient is \(-8.34\times10^{-14}\) Hz/(V/m)\(^2\).

The motion of the nucleus limits the digits that mean anything. With reduced mass \(\mu\) in electron masses, lengths scale as \(1/\mu\) and the atomic field unit as \(\mu^2\). The splitting is then proportional to \(\mu^3\), its relative change to \(\mu^{-4}\), and the shift in hertz to \(\mu^{-1}\). Since \(1-\mu\) is about \(1/1837\), the splitting falls by about 0.16% and the shift rises by about 0.05%. Relativistic, radiative and nuclear-structure corrections are also left out, so the numerical output printed below carries more digits than the model can claim for the real atom.

## Computed values

```
First-order contact function g(r), dimensionless
constant gamma + ln 2 - 5/2 = -1.229637
g at r = 0.1 bohr: -8.432222
g at r = 0.5 bohr: -2.422784
g at r = 1.0 bohr: -0.729637
g at r = 3.0 bohr: 2.702308
overlap of psi_delta with 2s: -0.300105 a.u.
overlap of psi_delta with 3s: -0.137832 a.u.
Third-order pieces, atomic units
<r^2 g> = 5.500000
<r^3 g> = 19.375000
E2 = -2.250000
norm <psiF|psiF> = 5.375000
cross term times pi = -10.125000
contact coefficient of F^2 = -15.500000
same, constant in g omitted (wrong) = -21.033367
dipole p-p part = 0.316667
dipole s-d part = 0.466667
<P2/r^3> coefficient of F^2 = 0.783333
Diagonalization, extrapolated to F = 0, atomic units
E2 = -2.25000
contact coefficient = -15.50000
dipole coefficient = 0.78333
Relative density change divided by F^2 at finite F
F = 0.001 a.u.: -15.5008
F = 0.002 a.u.: -15.5031
F = 0.005 a.u.: -15.5193
F = 0.010 a.u.: -15.5779
Relative interval changes per F^2, atomic units
M = 0: -15.793750
M = +1 or -1: -15.353125
Worked example: hydrogen, fixed nucleus
field = 1.000e+07 V/m
atomic unit of field = 5.142207e+11 V/m
F = 1.944690e-05 a.u.
F^2 = 3.781821e-10 a.u.
|g_e| = 2.002319, g_p = 5.585695, m_p/m_e = 1836.1527
K = 8.109095e-08 a.u.
K/h = 533.5528 MHz
zero-field splitting = 1422.808 MHz
relative centroid change = -5.86182e-09
centroid shift = -8.3402 Hz
M = 0 shift = -8.4983 Hz
M = +1 or -1 shift = -8.2612 Hz
dipole constant D/h = 0.1581 Hz
centroid shift coefficient = -8.34024e-14 Hz/(V/m)^2
```
